# Gate length at which source-drain tunnelling overtakes thermionic leakage

## Problem

An electron in one ballistic subband of mass $m$ moves along a transistor channel of gate length $L$. The source band edge is the zero of energy, the source Fermi level is $\mu$, the barrier top is $E_b=\mu+\Phi$, and the drain band edge is $-eV_D$. For $0<x<L$ the potential energy is an inverted parabola of curvature $-m\omega^2$, and outside it is flat. The gate moves the barrier ideally, $d\Phi=-e\,dV_G$ at fixed $\mu$. Current at $E<E_b$ is called tunnelling, and current at $E>E_b$ over-barrier. Energies are in eV and lengths in nm.

(a) Find the length $L_1$ at which $\hbar\omega/2\pi=kT$.

(b) Is $L_1$ the length at which tunnelling overtakes the over-barrier current? If not, find that length, and say what happens at $L_1$ to the current and to the subthreshold swing.

(c) Evaluate for $m=0.19\,m_0$ and $0.04\,m_0$ with the round values $T=300$ K, $\mu=0.1$ eV, $\Phi=0.3$ eV, $V_D=0.5$ V. Estimate the shifts caused by a gate-screened barrier shape and, for the light mass, by a two-band dispersion with a gap $E_g=0.75$ eV. The two masses and the gap are roughly the transverse mass of silicon and the mass and gap of InGaAs.

## Solution

Throughout, $u=\hbar\omega/(2\pi kT)$ and $\phi=\Phi/kT$, with $\phi\gg1$ and $eV_D\gg kT$.

### Curvature and gate length

Write $V=E_b-\tfrac12m\omega^2(x-x_s)^2$. The condition $V(0)=0$ gives $x_s=\sqrt{2E_b/m}/\omega$, and $V(L)=-eV_D$ gives $L-x_s=\sqrt{2(E_b+eV_D)/m}/\omega$. Adding the two,

$$\hbar\omega L=\hbar\sqrt{2/m}\,\big[\sqrt{E_b}+\sqrt{E_b+eV_D}\big].$$

At fixed energies $\omega\propto1/L$, so $u=L_1/L$ with

$$L_1=\frac{\hbar\sqrt{2/m}\,\big[\sqrt{E_b}+\sqrt{E_b+eV_D}\big]}{2\pi kT}.$$

This answers (a). The scaling $m^{-1/2}$ is exact for any fixed shape $V(x/L)$ and one parabolic band, because the Schrödinger equation in the variable $x/L$ contains $m$ and $L$ only as $mL^2$.

### Transmission of the parabola

Take first the parabola extended to all $x$. With $x-x_s=\xi\sqrt{\hbar/m\omega}$ and $\epsilon=(E-E_b)/\hbar\omega$, the Schrödinger equation is $\psi''+(\xi^2+2\epsilon)\psi=0$. Setting $\psi=e^{i\xi^2/2}w$ gives $\psi''=e^{i\xi^2/2}[w''+2i\xi w'+(i-\xi^2)w]$, hence

$$w''+2i\xi w'+(i+2\epsilon)w=0 .$$

Try $w=\int_0^\infty g(t)e^{i\xi t}dt$. Then $w''$ brings the factor $-t^2g$. The term $2i\xi w'$ has the integrand $-2\xi t g\,e^{i\xi t}=2itg\,\partial_te^{i\xi t}$, which becomes $-2i(tg)'e^{i\xi t}$ on integration by parts. The equation holds if $-t^2g-2i(g+tg')+(i+2\epsilon)g=0$, that is $g'/g=it/2-(1/2+i\epsilon)/t$, so

$$w=\int_0^\infty t^{-1/2-i\epsilon}\,e^{i(t^2/4+\xi t)}\,dt .$$

The boundary term $tg\,e^{i\xi t}$ vanishes at $t=0$, and at infinity once the path is tilted slightly into the upper half-plane, where $e^{it^2/4}$ decays.

For large $|\xi|$ the integral is fed by the end point $t=0$ and by the stationary point $t=-2\xi$ of the phase. Near the end point $e^{it^2/4}\to1$, and with $s=\tfrac12-i\epsilon$ one has $\int_0^\infty t^{s-1}e^{i\xi t}dt=\Gamma(s)(-i\xi)^{-s}$. For $\xi>0$, $-i\xi=|\xi|e^{-i\pi/2}$, and the modulus is $|\Gamma(s)|\,|\xi|^{-1/2}e^{+\pi\epsilon/2}$ because $|e^{i\pi s/2}|=e^{\pi\epsilon/2}$. For $\xi<0$, $-i\xi=|\xi|e^{+i\pi/2}$, and the modulus is $|\Gamma(s)|\,|\xi|^{-1/2}e^{-\pi\epsilon/2}$. Both terms multiply $e^{i\xi^2/2}$, whose local wave number is $\xi$: the wave runs to the right for $\xi>0$ (transmitted) and to the left for $\xi<0$ (reflected). The stationary point lies on the path only for $\xi<0$. Its phase is $t^2/4+\xi t=-\xi^2$, which turns $e^{i\xi^2/2}$ into $e^{-i\xi^2/2}$, the incident wave. Reflected and transmitted waves have the same speed at the same $|\xi|$, so the reflection and transmission probabilities obey $\mathcal R/\mathcal T=e^{-2\pi\epsilon}$. Flux conservation, $\mathcal R+\mathcal T=1$, gives the Kemble formula, exact for the unbounded parabola:

$$\mathcal T(E)=\frac{1}{1+e^{-2\pi(E-E_b)/\hbar\omega}} .$$

It has the shape of a Fermi step of width $kT_0=\hbar\omega/2\pi=u\,kT$.

### The current

A right-moving state carries $v\,dk/2\pi=dE/h$ electrons per unit time and spin, so $I=(2e/h)J$ with $J=\int\mathcal T(f_s-f_d)\,dE$. The drain occupation $f_d$ is smaller than $f_s$ by about $e^{-eV_D/kT}$ above $\mu$ and is dropped in the formulas. A classical barrier, $\mathcal T=1$ above $E_b$ and $0$ below, gives the reference $J_{cl}=kT\ln(1+e^{-\phi})\approx kTe^{-\phi}$.

With $\eta=(E-E_b)/kT$ and the Boltzmann tail $f_s\approx e^{-\phi-\eta}$,

$$\frac{J}{J_{cl}}=\int\frac{e^{-\eta}}{1+e^{-\eta/u}}\,d\eta .$$

For $\eta>0$ expand $1/(1+e^{-\eta/u})=\sum_{n\ge0}(-1)^ne^{-n\eta/u}$; each term integrates to $1/(1+n/u)$. For $\eta<0$ write the same factor as $\sum_{n\ge1}(-1)^{n-1}e^{n\eta/u}$; each term integrates to $1/(n/u-1)$, which requires $u<1$. Thus

$$\frac{J_{\rm above}}{J_{cl}}=u\sum_{n\ge0}\frac{(-1)^n}{n+u},\qquad \frac{J_{\rm below}}{J_{cl}}=u\sum_{n\ge1}\frac{(-1)^{n-1}}{n-u}.$$

Putting $n\to-n$ in the second sum makes its terms $(-1)^n/(n+u)$ with $n\le-1$, so the total is $u\sum_{n=-\infty}^{\infty}(-1)^n/(n+u)$. The Fourier cosine series of $\cos ux$ on $[-\pi,\pi]$ has coefficients $(2/\pi)\int_0^\pi\cos ux\cos nx\,dx=(-1)^n(\sin\pi u/\pi)[1/(u+n)+1/(u-n)]$, with half of this for $n=0$. At $x=0$ it reads $1=(\sin\pi u/\pi)\sum_n(-1)^n/(n+u)$. Therefore

$$\frac{J}{J_{cl}}=\frac{\pi u}{\sin\pi u},\qquad u<1 .$$

The integrand falls as $e^{-(1/u-1)|\eta|}$ below the top, while the Boltzmann tail ends at $\eta=-\phi$. The formula needs $(1/u-1)\phi\gg1$, and its divergence at $u=1$ is the failure of that condition. For $u\to0$ it tends to $1$, the classical limit.

### Where the two currents are equal

At $u=\tfrac12$ the integrand is $e^{-\eta}/(1+e^{-2\eta})=1/(2\cosh\eta)$, which is even in $\eta$. Tunnelling and over-barrier currents are equal, each $\tfrac{\pi}{4}J_{cl}$, and $J=\tfrac{\pi}{2}J_{cl}$. The crossing is unique: raising $u$ raises $\mathcal T$ at every $\eta<0$ and lowers it at every $\eta>0$. Tunnelling therefore overtakes at $\hbar\omega/2\pi=kT/2$, that is at

$$L_{1/2}=2L_1,$$

and the answer to the first question of (b) is no. A stricter criterion, the total current being twice the classical one, is met at the root of $\pi u/\sin\pi u=2$, which is $u=0.6034$.

The same holds for a wide channel whose potential depends on $x$ alone and whose mass is uniform. Summing $f_s$ over two transverse wave numbers replaces it by a constant times $\ln(1+e^{(\mu-E)/kT})$, with $E$ the longitudinal energy, and this has the same tail $e^{-\phi-\eta}$.

### What happens at $u=1$

The integrand peaks where the derivative of $-\eta-\ln(1+e^{-\eta/u})$ vanishes: $-1+(1-\mathcal T)/u=0$, so $\mathcal T=1-u$ and

$$E^*-E_b=u\,kT\ln\frac{1-u}{u}.$$

The peak is at the top for $u=\tfrac12$ and runs to $-\infty$ as $u\to1$. At $u=1$ the gain in occupation on going down in energy exactly pays for the loss in transmission, and only the Fermi level stops the descent.

Keep the full Fermi function, measure $y=(E-\mu)/kT$, and extend the integral to $-\infty$. At $u=1$, $f_s=1/(1+e^y)$ and $\mathcal T=1/(1+e^{\phi-y})$. Over a common denominator,

$$\frac{1}{1+e^{y-\phi}}-\frac{1}{1+e^{y}}=\frac{e^{y-\phi}(e^\phi-1)}{(1+e^{y-\phi})(1+e^y)}=(e^\phi-1)\,\mathcal Tf_s .$$

The area between two Fermi steps displaced by $\phi$ is $\phi$, so

$$J(u=1)=\frac{\Phi}{e^\phi-1}\approx\phi\,J_{cl}.$$

The current is spread evenly from $\mu$ to $E_b$. The series above gives $J_{\rm above}=\ln2\;J_{cl}$ at $u=1$, so $J_{\rm below}/J_{\rm above}\approx(\phi-\ln2)/\ln2$. The states below the source band edge, wrongly included, contribute $\int_{-\infty}^{-\mu/kT}e^{y-\phi}dy$, a fraction $e^{-\mu/kT}/\phi$ of $J$, which is $0.2\%$ here. For the wide channel the leading term $\phi$ is the same and the term of order one differs.

For $u>1$ use a symmetry. The integral

$$J=\int_{-\infty}^{\infty}\frac{d\varepsilon}{(1+e^{\varepsilon/kT})(1+e^{(\Phi-\varepsilon)/kT_0})},\qquad\varepsilon=E-\mu,$$

is unchanged by $T\leftrightarrow T_0$, as the substitution $\varepsilon\to\Phi-\varepsilon$ shows. Exchanging the two in $J=kTe^{-\Phi/kT}\pi u/\sin\pi u$, which sends $u\to1/u$, gives

$$J\approx kT_0\,e^{-\Phi/kT_0}\frac{\pi/u}{\sin(\pi/u)}=kT\,e^{-\phi/u}\frac{\pi}{\sin(\pi/u)},\qquad u>1,$$

valid for $(1-1/u)\phi\gg1$, $\phi/u\gg1$ and $\mu\gg kT_0$. The current now flows near the Fermi level. The exponent is $-\Phi/\max(kT,kT_0)$, so the swing $S=dV_G/d\log_{10}I=\ln10/[e(-d\ln J/d\Phi)]$ at fixed $\omega$ and large $\phi$ is

$$S=\frac{\ln10}{e}\max\!\Big(kT,\frac{\hbar\omega}{2\pi}\Big).$$

This is the true content of the criterion $\hbar\omega/2\pi=kT$: below $L_1$ the curvature, not the temperature, sets the exponent of the leakage.

### Swing at fixed gate length

At fixed $L$ a higher barrier is also more curved. Differentiating the logarithm of $\sqrt{E_b}+\sqrt{E_b+eV_D}$,

$$g=\frac{d\ln\omega}{dE_b}=\frac{\frac{1}{2\sqrt{E_b}}+\frac{1}{2\sqrt{E_b+eV_D}}}{\sqrt{E_b}+\sqrt{E_b+eV_D}}=\frac{1}{2\sqrt{E_b(E_b+eV_D)}},$$

so $du/d\Phi=ug$. Let $S_0=kT\ln10/e$.

For $u<1$, $\ln J=-\phi+\ln(\pi u/\sin\pi u)+\ln kT$, and $\partial\ln J/\partial u=1/u-\pi\cot\pi u=2$ at $u=\tfrac12$. Then $-d\ln J/d\Phi=1/kT-2\cdot\tfrac12g$ and $S=S_0/(1-gkT)$.

At $u=1$, $\partial\ln J/\partial\Phi=1/\Phi-1/[kT(1-e^{-\phi})]$. The derivative in $u$ follows from scaling. $J$ is homogeneous of degree one in $(kT,kT_0,\Phi)$, so Euler's relation gives $(T\partial_T+T_0\partial_{T_0}+\Phi\partial_\Phi)\ln J=1$. At $T=T_0$ the symmetry makes the first two terms equal, and $T_0\partial_{T_0}=u\,\partial_u$, so

$$\frac{\partial\ln J}{\partial u}\Big|_{u=1}=\frac12\Big[1-1+\frac{\phi}{1-e^{-\phi}}\Big]\approx\frac\phi2 .$$

Dropping $e^{-\phi}$, $-kT\,d\ln J/d\Phi=1-1/\phi-kTg\phi/2$, and $S=S_0/(1-1/\phi-g\Phi/2)$.

For $u>1$, $\ln J=-\phi/u-\ln\sin(\pi/u)+\ln(\pi kT)$ gives $u\,\partial\ln J/\partial u=[\phi+\pi\cot(\pi/u)]/u$, so $S=uS_0/[1-g\Phi-gkT\pi\cot(\pi/u)]$. At $u=2$ this is $2S_0/(1-g\Phi)$. With the value $g\Phi=0.25$ found below, it is a third larger than the fixed-$\omega$ swing $2S_0$.

### Numbers for the parabola

Here $kT=0.02585$ eV, $\phi=11.605$, $E_b=0.4$ eV, $\hbar^2/m_0=0.07620$ eV nm$^2$, $\sqrt{0.4}+\sqrt{0.9}=1.5811$ eV$^{1/2}$, and $u=1$ means $\hbar\omega=2\pi kT=0.1624$ eV.

For $m=0.19\,m_0$, $\hbar\omega L=\sqrt{2\times0.07620/0.19}\times1.5811=1.4161$ eV nm, so $L_1=1.4161/0.1624=8.72$ nm and $L_{1/2}=17.44$ nm. For $m=0.04\,m_0$, $\hbar\omega L=\sqrt{2\times0.07620/0.04}\times1.5811=3.0863$ eV nm, so $L_1=19.00$ nm and $L_{1/2}=38.00$ nm. The ratio is $\sqrt{0.19/0.04}=2.1794$. The current doubles at $L_1/0.6034$, which is $14.45$ nm and $31.49$ nm. With $V_D=0$ in the geometry the bracket is $2\sqrt{0.4}$ and $L_1$ falls to $6.97$ nm and $15.20$ nm: the drain bias lengthens $L_1$ by a quarter because it steepens the barrier.

The classical current $(2e/h)J_{cl}$ is $18.3$ pA per subband. At $L_{1/2}$ the current is $1.571$ times this. At $L_1$ it is $11.6$ times this, and tunnelling exceeds the over-barrier part by the factor $(11.605-\ln2)/\ln2=15.74$.

With $g=1/(2\sqrt{0.36})=0.8333$ eV$^{-1}$ and $S_0=59.53$ mV/dec, the swing at $L_{1/2}$ is $59.53/(1-0.8333\times0.02585)=60.84$ mV/dec. At $L_1$ it is $59.53/(1-1/11.605-0.8333\times0.3/2)=75.46$ mV/dec, of which $59.53/(1-1/11.605)=65.14$ mV/dec would remain at fixed $\omega$. At the equal-current length the swing is only $2\%$ above $S_0$, because the tunnelling electrons are still taken from the thermal tail within a few $kT$ of the top; at $L_1$ it is $27\%$ above $S_0$.

### The barrier of finite length

The real model potential ends at $x=0$ and $x=L$ with a kink. Match the WKB wave $k^{-1/2}e^{i\int k\,dx}$, whose logarithmic derivative is $ik-k'/2k$, to $e^{ikx}+re^{-ikx}$, whose logarithmic derivative is $ik(1-2r)$ to first order in $r$. This gives $|r|=|k'|/4k^2$. From $\hbar^2k^2/2m=E-V$, $|k'|=mV'/\hbar^2k$, and with $\hbar^2k^2/m=2E$ at the kink, $|r|=V'/8Ek$. For a parabola cut at depth $D$ below its top, $V'=\omega\sqrt{2mD}$ and $k=\sqrt{2mE}/\hbar$, so

$$|r|=\frac{\hbar\omega}{8E}\sqrt{\frac DE}.$$

A wave returned by an opaque barrier is sent back by the kink with amplitude $r$, which multiplies $\mathcal T$ by $|1-re^{i\chi}|^{-2}\approx1+2|r|\cos\chi$, with $\chi$ the round-trip phase. Two equal kinks change $\mathcal T$ by up to about $4|r|\approx\hbar\omega/2D$ relative to the Kemble value near the top.

The finite barrier can be solved by the transfer-matrix method. The interval is cut into slices of width $h$ with $V$ taken at the midpoint; starting from $\psi=1$, $\psi'=ik_d$ at the drain, each slice maps $\psi\to\psi\cos kh-\psi'\sin(kh)/k$ and $\psi'\to k\psi\sin kh+\psi'\cos kh$; at the source the incident amplitude is $A=(\psi+\psi'/ik_s)/2$ and $\mathcal T=k_d/(k_s|A|^2)$. For a symmetric parabola and 17 energies within $2\hbar\omega$ of the top, the largest relative deviation from the Kemble formula is $2.06\times10^{-2}$ at $D=25\hbar\omega$ and $1.25\times10^{-3}$ at $D=400\hbar\omega$, in line with $\hbar\omega/2D$.

For the device, 400 slices, Gauss-Legendre integration over $E>0$ of $\mathcal T(f_s-f_d)$, and a central difference in $E_b$ for the swing give the following, identical for both masses by the $mL^2$ scaling. At $L_{1/2}$: $J/J_{cl}=1.556$, below/above $=0.997$, $S=60.7$ mV/dec, and the currents are equal at $17.42$ nm and $37.96$ nm. At $L_1$: $J/J_{cl}=12.74$, below/above $=16.83$, $S=76.6$ mV/dec. The current at $L_1$ is $10\%$ above the Kemble value $11.6$. There the source kink has $D=E_b$, and $|r|$ is $0.1624/(8\times0.4)=0.051$ at the top but $0.406$ at $E=\mu$, where current flows at $u=1$; the first-order relative change $2|r|\cos\chi$ of $\mathcal T$ from this kink is bounded by $0.10$ at the top and by $0.81$ at $E=\mu$, where first order is no longer reliable. The drain kink, with $D=E_b+eV_D$ and $E\to E+eV_D$, adds $0.045$ and $0.083$ to these bounds. The estimate allows a deviation of this size but fixes neither its value nor its sign. Since $\partial\ln J/\partial\ln L\approx-\phi/2$, a $10\%$ excess moves the length by under $2\%$: $J=\phi J_{cl}$ is reached at $8.84$ nm and $19.27$ nm.

### A criterion free of the shape

For a general barrier and an energy $\varepsilon$ below the top, $\mathcal T\approx e^{-\theta(\varepsilon)}$ in WKB, with $\theta=2\int\kappa\,dx$ between the turning points and $\hbar\kappa=\sqrt{2m(V-E)}$. Relative to the top, the integrand of $J$ is $e^{\varepsilon/kT-\theta(\varepsilon)}$. Tunnelling at the Fermi level matches emission at the top, to exponential accuracy, when

$$\theta(\Phi)=\phi .$$

For the parabola, $V-E=\varepsilon(1-t^2)$ with $x-x_s=t\sqrt{2\varepsilon/m}/\omega$, and $\int_{-1}^1\sqrt{1-t^2}\,dt=\pi/2$ gives $\theta=2(\sqrt{2m\varepsilon}/\hbar)(\sqrt{2\varepsilon/m}/\omega)(\pi/2)=2\pi\varepsilon/\hbar\omega$. The condition is then $u=1$.

### Gate-screened shape

In a thin body the gate pulls the potential towards a value $G$ over a screening length $\lambda$, which is modelled by $V''=(V-G)/\lambda^2$. The solution with its maximum $E_b$ at $x_s$ is $V=E_b-C[\cosh((x-x_s)/\lambda)-1]$ with $C=G-E_b$. The end values fix $x_s/\lambda$ and $(L-x_s)/\lambda$, and their sum gives

$$\operatorname{arcosh}\Big(1+\frac{E_b}{C}\Big)+\operatorname{arcosh}\Big(1+\frac{E_b+eV_D}{C}\Big)=\frac L\lambda,\qquad m\omega^2=\frac{C}{\lambda^2}.$$

For $L\ll\lambda$, $C$ is large, $\operatorname{arcosh}(1+z)\approx\sqrt{2z}$, and the parabola returns. For the chosen $L/\lambda=4$, held fixed as $L$ varies, the root is $C=0.2210$ eV. Then $u=1$ at $L=4\hbar\sqrt{C/m}/2\pi kT=4\sqrt{0.2210\times0.07620/0.19}/0.1624=7.33$ nm, and $15.98$ nm for the light mass, $0.841$ of the parabolic $L_1$ because the top is flatter.

For the action put $s=(x-x_s)/\lambda$, $\cosh s-1=2p^2$ with $p=\sinh(s/2)$, $ds=2\,dp/\sqrt{1+p^2}$, and $p=p_0t$ with $p_0^2=\varepsilon/2C$. Then

$$\theta=\frac{4\lambda p_0\sqrt{2m\varepsilon}}{\hbar}\int_{-1}^1\sqrt{1-t^2}\,\Big(1-\frac{p_0^2t^2}{2}+\dots\Big)dt=\frac{2\pi\varepsilon}{\hbar\omega}\Big(1-\frac{\varepsilon}{16C}+\dots\Big),$$

using $\int_{-1}^1t^2\sqrt{1-t^2}\,dt=\pi/8$. The flanks are steeper than the parabola fitted at the top, so $\theta$ bends below its linear form and $\varepsilon/kT-\theta$ is convex at this order. The Fermi level then competes with the top before $u$ reaches $1$. Numerical quadrature of $\theta(\Phi)$, which is proportional to $L$, puts $\theta=\phi$ at $7.87$ nm and $17.16$ nm, $0.903$ of the parabolic $L_1$; the transfer-matrix current there is $10.94\,J_{cl}$. The result $J\approx\phi J_{cl}$ needs an integrand flat from $\mu$ to $E_b$, which a convex exponent does not give, so the nearness of this number to $\phi J_{cl}$ is a feature of this example and not a general rule. The condition $u=\tfrac12$ falls at $14.66$ nm and $31.96$ nm, while the transfer-matrix currents are equal at $14.95$ nm and $32.59$ nm, $2\%$ longer. Most of this shift comes from the kinks: with the $\cosh$ barrier continued smoothly beyond both ends, the currents are equal at $14.74$ nm for the heavier mass, so the shape of the top gives about $0.5\%$, with the sign expected from the reduced action, and the kinks give about $1.4\%$.

### Two-band dispersion

Couple a conduction edge at $0$ and a valence edge at $-E_g$ by a matrix element $Pk$. The determinant of the $2\times2$ problem gives $\mathcal E(\mathcal E+E_g)=P^2k^2$, and matching $\mathcal E\approx\hbar^2k^2/2m$ near the edge fixes $P^2=\hbar^2E_g/2m$. At a depth $\varepsilon'=-\mathcal E$ in the gap, $k=i\kappa$ with $\kappa^2=2m\varepsilon'(1-\varepsilon'/E_g)/\hbar^2$. For the parabola at the Fermi level, $\varepsilon'=\Phi(1-t^2)$. With $\gamma=\Phi/E_g$, expand $\sqrt{1-\gamma(1-t^2)}=1-\tfrac\gamma2(1-t^2)-\tfrac{\gamma^2}{8}(1-t^2)^2-\dots$. The integrals of $(1-t^2)^{1/2}$, $(1-t^2)^{3/2}$ and $(1-t^2)^{5/2}$ over $[-1,1]$ are $\pi/2$, $3\pi/8$ and $5\pi/16$, so the action is multiplied by $1-3\gamma/8-5\gamma^2/64-\dots$. For $\gamma=0.40$ this is $1-0.15-0.0125=0.8375$, and quadrature of the unexpanded integrand gives $0.8346$. The condition $\theta(\Phi)=\phi$ moves from $19.00$ nm to $19.00/0.8346=22.76$ nm. The correction is of relative order $\varepsilon'/E_g$, so it is smaller at $L_{1/2}$, where the depths are a few $kT$; it has not been evaluated there.

### Table of cases

Lengths are in nm.

| Case | $0.19\,m_0$ | $0.04\,m_0$ |
|---|---|---|
| Parabola, $u=1$ | 8.7 | 19.0 |
| Parabola, $u=1$, $V_D=0$ | 7.0 | 15.2 |
| Parabola, $J=\phi J_{cl}$, numerical | 8.8 | 19.3 |
| Parabola, $u=\tfrac12$ | 17.4 | 38.0 |
| Parabola, equal currents, numerical | 17.4 | 38.0 |
| Screened, $\theta(\Phi)=\phi$ | 7.9 | 17.2 |
| Screened, equal currents, numerical | 15.0 | 32.6 |
| Parabola, two-band, $\theta(\Phi)=\phi$ | not computed | 22.8 |

The screened shape shortens the tabulated lengths by $10$ to $14\%$ of the parabolic values, and the two-band dispersion lengthens the Fermi-level crossover of the light mass by $20\%$ in the WKB criterion $\theta(\Phi)=\phi$, which holds to exponential accuracy only, far more than the kinks shift them; the two-band shift of the equal-current length was not computed. For a real device the entries carry two figures at best.

### Where the estimate fails

For $L\gg\lambda$ the top is nearly flat, $C$ becomes small against $\Phi$, and the expansion in $\varepsilon/C$ is useless; $\theta(\Phi)=\phi$ must then be evaluated with the actual shape. Scattering, self-consistent charge and imperfect gate coupling are absent from the model, and so are several valleys or subbands. Their barrier heights can differ, and $u$ can differ between them through the transport mass or the curvature of the barrier; a rigid shift of the band edge alone leaves $u$ unchanged. For the light mass, $E_b+eV_D=0.9$ eV exceeds $E_g=0.75$ eV, so the valence edge at the barrier top lies above the drain conduction edge. Band-to-band tunnelling between channel and drain is then energetically allowed, and its size lies outside this one-subband treatment.
